\section*{Bulk or Flux Coefficients from One Monte Carlo Electron Swarm}

\section{What the wrong choice does}

A program that follows electrons through a gas in a uniform field can report two versions of the drift velocity and diffusion coefficients, bulk and flux. If the flux drift velocity is used to predict how far a swarm travels while ionization is active, the answer can be wrong. In the model gas treated below, at 1~Torr and 400~Td, the flux drift velocity is $3.23\times10^{7}$~cm/s and the bulk one is $4.10\times10^{7}$~cm/s. The centre of a relaxed, unbounded swarm advances 1~cm in
\[
\frac{1\ \mathrm{cm}}{4.10\times10^{7}\ \mathrm{cm/s}}=24\ \mathrm{ns},
\]
whereas the flux value would predict 31~ns. Neither value is an error: they answer different questions, and one simulation yields both.

\section{Two definitions and the term between them}

Let $f(\mathbf r,\mathbf v,t)$ be the electron distribution, $\mathbf a$ the constant acceleration, and $z$ the axis along $\mathbf a$, hence opposite to the electric field. Let $q(\mathbf v)$ be the frequency with which an electron creates another at its own position. There are no walls, no attachment and no space charge. The Boltzmann equation is
\begin{equation}
\partial_t f+\mathbf v\cdot\nabla f+\mathbf a\cdot\nabla_{\mathbf v}f=Jf ,
\end{equation}
where $J$ describes collisions. These change velocities at fixed position and add electrons, so $\int Jf\,d\mathbf v=\int qf\,d\mathbf v$.

Multiply by a function $A(\mathbf r)$ and integrate over position and velocity. The acceleration term vanishes, being a surface term at infinite velocity. Integration by parts turns $-\int A\,\mathbf v\cdot\nabla f$ into $+\int f\,\mathbf v\cdot\nabla A$. With $M$ the number of electrons and $\langle\cdot\rangle$ the average over those alive,
\begin{equation}
\frac{d}{dt}\bigl(M\langle A\rangle\bigr)=M\langle\mathbf v\cdot\nabla A\rangle+M\langle Aq\rangle .
\end{equation}
Setting $A=1$ gives $dM/dt=M\langle q\rangle$. Expanding the derivative of the product, dividing by $M$ and moving $\langle A\rangle\langle q\rangle$ to the right gives
\begin{equation}
\frac{d\langle A\rangle}{dt}=\langle\mathbf v\cdot\nabla A\rangle+\operatorname{cov}(A,q),
\qquad \operatorname{cov}(A,q)=\langle Aq\rangle-\langle A\rangle\langle q\rangle .
\label{eq:master}
\end{equation}

For $A=z$,
\begin{equation}
\underbrace{\frac{d\langle z\rangle}{dt}}_{W_B}=\underbrace{\langle v_z\rangle}_{W_F}+\operatorname{cov}(z,q).
\label{eq:drift}
\end{equation}
For the variance, use $A=z^2$ and subtract $2\langle z\rangle\,d\langle z\rangle/dt$:
\begin{align}
\frac{d\operatorname{var}(z)}{dt}
&=2\langle zv_z\rangle+\operatorname{cov}(z^2,q)-2\langle z\rangle\langle v_z\rangle-2\langle z\rangle\operatorname{cov}(z,q)\nonumber\\
&=2\operatorname{cov}(z,v_z)+\operatorname{cov}\bigl((z-\langle z\rangle)^2,q\bigr).
\end{align}
The last step holds because $z^2-2\langle z\rangle z$ differs from $(z-\langle z\rangle)^2$ by a number common to all electrons, which has no covariance with $q$. Halving gives
\begin{equation}
\underbrace{\tfrac12\frac{d\operatorname{var}(z)}{dt}}_{D_{LB}}
=\underbrace{\operatorname{cov}(z,v_z)}_{D_{LF}}+\tfrac12\operatorname{cov}\bigl((z-\langle z\rangle)^2,q\bigr).
\label{eq:dl}
\end{equation}
Across the field the means vanish by symmetry. With $A=r^2=x^2+y^2$, for which $\mathbf v\cdot\nabla A=2(xv_x+yv_y)$,
\begin{equation}
\underbrace{\tfrac14\frac{d\langle r^2\rangle}{dt}}_{D_{TB}}
=\underbrace{\tfrac12\langle xv_x+yv_y\rangle}_{D_{TF}}+\tfrac14\operatorname{cov}(r^2,q).
\label{eq:dt}
\end{equation}
The factor $1/4$ arises because $\langle r^2\rangle$ grows as $2D_Tt$ in each of two directions.

These identities hold at every time. The quantities in them become constant transport coefficients after the swarm has relaxed.

If $q=0$, each covariance with $q$ vanishes and bulk equals flux. Turning off ionization does not suffice if attachment remains, because a loss frequency enters $q$ with a minus sign. Conversely, growth alone does not separate the two sets: if $q$ is the same for all velocities, its covariances vanish although the population grows. What matters is that creation is correlated with position. Between collisions $\tfrac12mv^2$ rises by the work done by the field, which favours faster electrons at the front. Ionization then adds electrons preferentially ahead of the centre, and the centre moves faster than the electrons do on average.

\section{Why these averages are the coefficients of a fluid equation}

In a relaxed swarm with weak density gradients, $f$ follows the density $n$:
\begin{equation}
f=f_0\,n-f_1\,\partial_zn+f_2\,\partial_z^2n+\dots,\qquad
\int f_0\,d\mathbf v=1,\quad \int f_1\,d\mathbf v=\int f_2\,d\mathbf v=0 .
\end{equation}
Transverse gradients are omitted here. Integrating $v_zf$ and $qf$ over velocity gives the particle flux and the source,
\begin{align}
\Gamma&=W_Fn-D_{LF}\,\partial_zn+\dots, & S&=\nu n-s_1\,\partial_zn+s_2\,\partial_z^2n+\dots,
\label{eq:fluxsource}
\end{align}
with $W_F=\int v_zf_0$, $D_{LF}=\int v_zf_1$, $\nu=\int qf_0$, $s_1=\int qf_1$ and $s_2=\int qf_2$. Substitution into $\partial_tn=-\partial_z\Gamma+S$ yields
\begin{equation}
\partial_tn=\nu n-(W_F+s_1)\,\partial_zn+(D_{LF}+s_2)\,\partial_z^2n+\dots
\end{equation}
The brackets are $W_B$ and $D_{LB}$.

The swarm averages pick out the same numbers. With $u=z-\langle z\rangle$, integration by parts gives $\int u\,\partial_zn\,dz=-M$ and $\int u\,\partial_z^2n\,dz=0$, so $\operatorname{cov}(z,v_z)=D_{LF}$ and $\operatorname{cov}(z,q)=s_1$. Similarly $\int u^2\partial_zn\,dz=-2\int un\,dz=0$ and $\int u^2\partial_z^2n\,dz=2M$, so $\tfrac12\operatorname{cov}(u^2,q)=s_2$.

A second route to the coefficients needs no random numbers. Take $n\propto e^{ikz+st}$ and write $L=J-\mathbf a\cdot\nabla_{\mathbf v}$. The Boltzmann equation becomes $(L-ikv_z)f=sf$, with $f\propto f_0+(-ik)f_1+(-ik)^2f_2$ and $s=\nu+(-ik)W_B+(-ik)^2D_{LB}$. Equating powers of $-ik$ gives
\begin{align}
Lf_0&=\nu f_0,\\
(L-\nu)f_1&=(W_B-v_z)f_0,\\
(L-\nu)f_2&=W_Bf_1+D_{LB}f_0-v_zf_1 .
\end{align}
The operator $L-\nu$ is singular, so the second and third equations can be solved for one value of $W_B$ and of $D_{LB}$ respectively. In practice each coefficient is an extra unknown, matched by the extra condition $\int f_1=0$ or $\int f_2=0$.

\section{Extracting both sets from one run}

Between collisions an electron moves on a parabola, $\mathbf r\to\mathbf r+\mathbf v\tau+\tfrac12\mathbf a\tau^2$ and $\mathbf v\to\mathbf v+\mathbf a\tau$. Its collision frequency $\nu_c(v)$ changes on the way. Choose a constant $\nu'$ that is nowhere smaller than $\nu_c$, draw tentative collision times from an exponential distribution of rate $\nu'$, and accept each as real with probability $\nu_c/\nu'$. Real collisions then occur at the rate $\nu'\,\nu_c/\nu'=\nu_c$. The rest change nothing. A released electron starts at the position and time of the ionizing collision.

At common sampling times, store the sums over electrons of $1$, $z$, $z^2$, $v_z$, $zv_z$, $r^2$, $xv_x+yv_y$ and $q$, and of $zq$, $z^2q$, $r^2q$. Discard times before $t_1$, when the swarm still remembers its start. Over the window from $t_1$ to $t_2$,
\begin{align}
W_B&=\frac{\langle z\rangle_{t_2}-\langle z\rangle_{t_1}}{t_2-t_1}, &
W_F&=\overline{\langle v_z\rangle},\\
D_{LB}&=\frac{\operatorname{var}(z)_{t_2}-\operatorname{var}(z)_{t_1}}{2(t_2-t_1)}, &
D_{LF}&=\overline{\operatorname{cov}(z,v_z)},
\end{align}
where the bar is a time average over the same window. The transverse pair follows from (\ref{eq:dt}) in the same way.

Relatives share part of their history, so electrons are not independent samples. Divide the founders into $G$ groups, let descendants inherit the group label, and recompute each coefficient $\theta$ with group $g$ left out. The jackknife standard error is
\begin{equation}
\mathrm{SE}^2=\frac{G-1}{G}\sum_{g=1}^{G}(\theta_g-\bar\theta)^2 .
\end{equation}
For a difference such as $W_B-W_F$, apply this to the difference itself, since the two estimates share fluctuations.

The window should not be lengthened without thought for $D_{LF}$. If $z$ and $v_z$ are nearly uncorrelated, the noise of their covariance from $m$ independent electrons is about $\sigma_z\sigma_v/\sqrt m$, and $\sigma_z$ grows roughly as $\sqrt t$. At fixed $m$, later samples of $D_{LF}$ are therefore noisier.

\section{A worked case}

The model gas has, with $\varepsilon$ in eV and cross sections in $10^{-20}$~m$^2$,
\[
\sigma_{\rm el}=\frac{20}{1+\varepsilon/10},\qquad
\sigma_{\rm ex}=3\Bigl(1-\frac{6}{\varepsilon}\Bigr),\qquad
\sigma_{\rm ion}=5\Bigl(1-\frac{11}{\varepsilon}\Bigr),
\]
the last two being zero below their thresholds of 6 and 11~eV. Molecules are at rest and infinitely heavy, scattering is isotropic, and after ionization the remaining energy is divided uniformly at random between two electrons. At 1~Torr and 300~K the field is 128.8~V/cm. The 12\,000 founders, in 40 groups, start at the origin with 7~eV and become 72\,648 electrons after 14~ns.

The relaxation time, taken as the inverse magnitude of the nonzero eigenvalue of $L-\nu$ closest to zero among modes symmetric about the field axis, is 0.284~ns in the deterministic solution with six Legendre terms. The third digit is not converged: eight terms raise the value by 2 to 3\%. This eigenvalue is complex, and the decay time set by its real part alone is 0.29 to 0.30~ns. The window from 4 to 14~ns thus begins after $4/0.284\approx14$ relaxation times. The bulk drift in its second half exceeds that in the first by $0.018\pm0.023$ in units of $10^7$~cm/s, which shows no remaining trend. Here and below, $\pm$ denotes one standard error.

In the same units, (\ref{eq:drift}) reads
\[
W_F+\operatorname{cov}(z,q)=3.225+0.870=4.095,\qquad W_B=4.099\pm0.014 .
\]
The imbalance is $0.004\pm0.012$. The bulk value exceeds the flux value by 27\% of the latter. In $10^6$~cm$^2$/s, (\ref{eq:dl}) and (\ref{eq:dt}) read
\begin{align*}
0.873+0.242&=1.115, & D_{LB}&=1.108\pm0.016,\\
1.012+0.114&=1.126, & D_{TB}&=1.119\pm0.011 .
\end{align*}
The imbalances, $-0.007\pm0.014$ and $-0.008\pm0.007$, are compatible with noise. In SI units the bulk drift is $4.10\times10^5$~m/s.

The deterministic solution gives $W_B=4.107$, $W_F=3.230$, $D_{LB}=1.128$ and $D_{LF}=0.879$ in the same units. Each agrees with the simulation within the tested limit of four standard errors plus 1\%. Raising the number of Legendre terms from four to six changed these four coefficients, the mean energy and the growth rate by at most 0.03\%; halving the energy step from 0.5 to 0.25~eV, with four terms, changed them by at most 0.13\%.

\section{Switching ionization off}

In the control run an ionizing collision still costs 11~eV but releases no electron, and the first electron keeps all the remaining energy. Field, gas and cross sections are unchanged. With 30\,000 electrons throughout:

\begin{center}
\begin{tabular}{lccc}
 & bulk & flux & bulk $-$ flux\\
drift ($10^7$ cm/s) & 3.155 & 3.167 & $-0.0117\pm0.0037$\\
$D_L$ ($10^6$ cm$^2$/s) & 0.914 & 0.915 & $-0.0008\pm0.0057$\\
$D_T$ ($10^6$ cm$^2$/s) & 1.135 & 1.144 & $-0.0093\pm0.0041$
\end{tabular}
\end{center}

All three differences pass the test set at four standard errors, but the drift difference lies 3.2 standard errors from zero. For a single Gaussian comparison, a deviation at least this large in either direction happens between one and two times in a thousand. The standard error, however, comes from only 40 groups and is itself uncertain by about 11\%; Student's distribution with 39 degrees of freedom gives about three in a thousand. Evaluated electron by electron, which is possible here because the electrons are independent, the error for a swarm of this size is about 0.0044, and the deviation is then 2.7 standard errors. The expected difference is zero, because each trajectory obeys $z(t_2)-z(t_1)=\int_{t_1}^{t_2}v_z\,dt$. The flux estimate replaces this integral by samples 0.25~ns apart, which leaves noise. I therefore read the deviation as a fluctuation, a reading that a run with another random sequence could confirm or refute. This run by itself shows coincidence to about 0.4\% in drift and 0.8\% in $D_T$, against gaps of 27\% and 11\% of the flux values with release on. Integrating $v_z$ along every flight would remove the discrepancy in drift, but equality would then hold by construction and would check little beyond bookkeeping.

The common drift velocity is neither of the earlier two, because the energy distribution has changed: the mean energy rises from 6.39 to 7.07~eV. The energy balance shows a contribution to this rise. For a relaxed growing swarm with mean energy $\bar\varepsilon$ and collisional loss $P$ per electron, $d(M\bar\varepsilon)/dt=M(eEW_F-P)$. With $\bar\varepsilon$ constant and $dM/dt=\nu M$, this gives $eEW_F=P+\nu\bar\varepsilon$. Here
\[
eEW_F=128.8\times3.225\times10^{7}\ \mathrm{eV/s}=4.15\ \mathrm{eV/ns},\qquad
\nu\bar\varepsilon=0.130\times6.39=0.83\ \mathrm{eV/ns}.
\]
One fifth of the field power goes into supplying new electrons with the mean energy. Without release this sink is absent. The control therefore verifies the equality of the two definitions; it does not supply a correction to the ionizing case.

\section{Which setting to use}

\begin{itemize}
\item To predict the motion and spread of a relaxed swarm far from walls, use bulk coefficients.
\item To obtain the particle flux or current density from a known density and its gradient, use flux coefficients, as (\ref{eq:fluxsource}) requires.
\item In a fluid equation whose source is $\nu n$ alone, the centre moves at whatever drift velocity is inserted. Bulk values then reproduce the density of a relaxed swarm with weak gradients, but $W_Bn-D_{LB}\,\partial_zn$ is not the particle flux.
\item If the source already contains the gradient terms $s_1$ and $s_2$, use flux values. Bulk values would count those terms twice.
\end{itemize}

The gradient expansion limits both fluid equations, since each is cut off after a few terms. In the last option the failure is easy to see. To first order the source is $\nu n-s_1\partial_zn$, which turns negative where the density rises along $z$ over a length $n/\partial_zn$ shorter than
\[
\frac{s_1}{\nu}=\frac{0.870\times10^{7}\ \mathrm{cm/s}}{1.30\times10^{8}\ \mathrm{s^{-1}}}=0.067\ \mathrm{cm}.
\]
Ionization cannot remove electrons, so the truncated source must not be used there. Nor is either set a property of the local field alone near electrodes, or where the field changes appreciably over the distance in which an electron gains the ionization energy. Here that distance is $11\ \mathrm{V}/(128.8\ \mathrm{V/cm})=0.85$~mm, and an electron released at rest cannot ionize before covering it. The bulk drift velocity times the relaxation time, 0.12~mm, is no substitute: over that length the field supplies only 1.5~eV.

\section{The model beside a real process gas}

Pressure, thresholds and the size of the cross sections are roughly those of acetylene feed gas in carbon-film deposition, but the cross sections are not data for acetylene. A reduced field of 400~Td is high for the quasineutral interior of such a discharge and closer to a sheath or a drift tube. Among the collisional omissions examined, two are large. Adding a 0.25~eV vibrational channel with a trial cross section of $2\times10^{-20}$~m$^2$ lowers $W_B$ by 13.6\% and $W_F$ by 11.8\%. The cause is the added isotropic deflection, not the energy loss: the same cross section without loss lowers them by 13.7\% and 12.6\%, while the loss at unchanged total cross section moves each by less than 1\%. Leaving 20\% of elastic collisions undeflected raises them by 17.5\% and 17.0\%. Each change was made alone at fixed reduced field. The absolute drift velocities thus carry model uncertainties of at least this order, while in these trials the excess of bulk over flux drift stays between about 25 and 28\% of the flux value: for the vibrational case, $(4.107/3.230)(0.864/0.882)=1.25$. Equal energy sharing moves either drift velocity by less than 1\%. Recoil of a 26~u molecule takes 0.04\% of the field power, and the thermal energy of the gas is 0.6\% of the mean electron energy. Attachment with a trial cross section of $10^{-23}$~m$^2$ would proceed at 0.3\% of the growth rate. At an electron density of $10^{10}$~cm$^{-3}$ the estimated Coulomb collision frequency is $4\times10^{-6}$ of the elastic one. Space charge sets a much tighter limit. By $dE/dz=en/\varepsilon_0$, an uncompensated density of $10^{10}$~cm$^{-3}$ would change the field by about 1500~V/cm over 0.85~mm, and $8\times10^{7}$~cm$^{-3}$ already changes it by 10\%. The uniform-field results therefore apply to a dilute swarm or a nearly neutral region, not to a sheath at such densities. The numerical output lists most of these values with the coefficients.

\section*{Computed results}
\begin{verbatim}
pressure 1.0 Torr, temperature 300 K
reduced field 400 Td, field 128.8 V/cm
gas density 3.219e+16 cm^-3
thresholds 6 eV excitation, 11 eV ionization
majorant collision frequency 17.35 per ns
window 4.0 to 14.0 ns, sampled every 0.25 ns
relaxation time (solver) 0.284 ns
solver change, 4 to 6 terms: 0.03 % at most
solver change, 0.5 to 0.25 eV: 0.13 % at most
RELEASE ON: Monte Carlo +- standard error | solver
electrons: 12000 at start, 72648 at end; 40 groups
mean energy 6.387 +- 0.008 | 6.386 eV
growth rate 0.1308 +- 0.0006 | 0.1304 per ns
mean creation frequency 0.1304 per ns
bulk drift 4.099 +- 0.014 | 4.107 1e7 cm/s
flux drift 3.225 +- 0.011 | 3.230 1e7 cm/s
source covariance drift 0.870 +- 0.012 1e7 cm/s
bulk-flux-source drift 0.004 +- 0.012 1e7 cm/s
bulk D_L 1.108 +- 0.016 | 1.128 1e6 cm2/s
flux D_L 0.873 +- 0.014 | 0.879 1e6 cm2/s
source covariance D_L 0.242 +- 0.010 1e6 cm2/s
bulk-flux-source D_L -0.007 +- 0.014 1e6 cm2/s
bulk D_T 1.119 +- 0.011 1e6 cm2/s
flux D_T 1.012 +- 0.009 1e6 cm2/s
source covariance D_T 0.114 +- 0.006 1e6 cm2/s
bulk-flux-source D_T -0.008 +- 0.007 1e6 cm2/s
bulk minus flux drift 0.874 +- 0.009 1e7 cm/s = 27.1 % of flux
bulk drift, late minus early half 0.018 +- 0.023 1e7 cm/s
RELEASE OFF: 30000 electrons throughout
mean energy 7.073 +- 0.010 | 7.069 eV
drift bulk 3.155, flux 3.167 | solver 3.151 1e7 cm/s
drift bulk-flux -0.0117 +- 0.0037 1e7 cm/s
D_L bulk 0.914, flux 0.915 | solver 0.922 1e6 cm2/s
D_L bulk-flux -0.0008 +- 0.0057 1e6 cm2/s
D_T bulk 1.135, flux 1.144 1e6 cm2/s
D_T bulk-flux -0.0093 +- 0.0041 1e6 cm2/s
NEGLECTED EFFECTS: change of bulk drift, flux drift, growth rate
20% of elastic hits undeflected: +17.5, +17.0, +20.5 %
equal energy sharing: -0.8, -0.7, -1.3 %
0.25 eV vibration, 2e-20 m2: -13.6, -11.8, -20.7 %
recoil loss / field power, 26 u: 0.037 %
gas thermal energy / mean energy: 0.61 %
attachment at 1e-23 m2 / growth rate: 0.34 %
Coulomb / elastic at 1e+10 cm^-3: 4.1e-06
relaxation length 0.117 mm
\end{verbatim}
